\section*{Canonical and kinetic angular momentum in a uniform magnetic field}

\section*{Question}

A charged particle moves in a plane with a uniform magnetic field perpendicular to it. In the symmetric gauge the canonical operator $L_z=xp_y-yp_x$ commutes with the Hamiltonian. In the Landau gauge it does not. A conservation law should not depend on my choice of vector potential, so I concluded that the conserved quantity must be the gauge-invariant one, the kinetic angular momentum $[\mathbf r\times(\mathbf p-q\mathbf A)]_z$. Is that right? And what values do the two operators take in the lowest Landau level?

\section*{Answer}

The conclusion does not follow: gauge invariance of its mean values does not make a quantity conserved. The kinetic angular momentum changes in time because the Lorentz force exerts a torque. A third operator is conserved in every gauge, and canonical $L_z$ coincides with it in the symmetric gauge.

\subsection*{The torque and the conserved operator}

Take a spinless particle of charge $q$ and mass $m$, a static field $B$ along $z$, and $\hbar=1$. Define
\begin{equation}
\boldsymbol\pi=\mathbf p-q\mathbf A,\qquad H=\frac{\pi_x^2+\pi_y^2}{2m},\qquad \Lambda=x\pi_y-y\pi_x .
\end{equation}
The components of $\boldsymbol\pi$ do not commute:
\begin{equation}
[\pi_x,\pi_y]=-q[p_x,A_y]-q[A_x,p_y]=iq(\partial_xA_y-\partial_yA_x)=iqB .
\end{equation}
With $[x,\pi_x]=[y,\pi_y]=i$, the equations of motion are
\begin{align}
i[H,x]&=\frac{\pi_x}{m}, & i[H,y]&=\frac{\pi_y}{m},\\
i[H,\pi_x]&=\frac{qB}{m}\pi_y, & i[H,\pi_y]&=-\frac{qB}{m}\pi_x .
\end{align}
For example, $[\pi_y^2,\pi_x]=-2iqB\,\pi_y$, and multiplying by $i/2m$ gives the third of them. The product rule, with the order of factors kept, now gives
\begin{align}
i[H,\Lambda]&=\frac{\pi_x\pi_y-\pi_y\pi_x}{m}-\frac{qB}{m}(x\pi_x+y\pi_y)\nonumber\\
&=-\frac{qB}{2m}(x\pi_x+\pi_xx+y\pi_y+\pi_yy).
\end{align}
The second line uses $\pi_xx=x\pi_x-i$ and its $y$ counterpart, which absorb the term $iqB/m$ from the commutator. With $\rho^2=x^2+y^2$, the same symmetrized products appear in
\begin{equation}
i[H,\rho^2]=\frac1m(x\pi_x+\pi_xx+y\pi_y+\pi_yy).
\end{equation}
Hence $i[H,\Lambda]=-(qB/2)\,i[H,\rho^2]$, and
\begin{equation}
J=\Lambda+\frac{qB}{2}\rho^2,\qquad [H,J]=0 .
\end{equation}
No vector potential was chosen, so this holds in every static gauge. Kinetic angular momentum changes whenever $\rho^2$ does.

\subsection*{Where canonical $L_z$ fits in}

Write any gauge as the symmetric one plus a gradient,
\begin{equation}
\mathbf A=\frac B2(-y,x)+\nabla\chi ,
\end{equation}
with $\chi$ real, regular and single-valued in the plane. Wavefunctions become $\psi'=e^{iq\chi}\psi$. Since $(\mathbf p-q\mathbf A)e^{iq\chi}=e^{iq\chi}(\mathbf p-q\mathbf A_{\rm sym})$, the mean values of $\Lambda$ and $J$ are unchanged. For the canonical operator,
\begin{equation}
L_z=\Lambda+q(xA_y-yA_x)=J+q\,\partial_\varphi\chi,\qquad \partial_\varphi=x\partial_y-y\partial_x .
\label{eq:canonical}
\end{equation}
Put $g=\partial_\varphi\chi$. Then
\begin{equation}
i[H,L_z]=\frac{q}{2m}(\boldsymbol\pi\cdot\nabla g+\nabla g\cdot\boldsymbol\pi).
\end{equation}
This is a first-order differential operator with leading coefficients proportional to $\nabla g$, so it vanishes only if $g$ is constant. Integrating $\partial_\varphi\chi=g$ once around a circle gives $2\pi g=0$, because $\chi$ returns to its starting value. Canonical $L_z$ is therefore conserved only when $\chi$ depends on $\rho$ alone, and then $L_z=J$.

The Landau gauge $\mathbf A=(-By,0)$ has $\chi=-Bxy/2$, so that
\begin{equation}
L_z^{\rm Landau}=J-\frac{qB}{2}(x^2-y^2),
\label{eq:landau}
\end{equation}
which is not conserved. The conservation law itself has not been lost. In this gauge it belongs to $J$, which is no longer $xp_y-yp_x$.

\subsection*{Lowest Landau level states}

Now take an electron in Hartree atomic units, $q=-1$, $m=1$, with $B>0$ and magnetic length $l=B^{-1/2}$. Then $[\pi_x,\pi_y]=-iB$, and
\begin{equation}
a=\frac{l}{\sqrt2}(\pi_x-i\pi_y),\qquad [a,a^\dagger]=1,\qquad H=B\left(a^\dagger a+\tfrac12\right).
\end{equation}
The lowest level obeys $a\psi=0$. In the symmetric gauge this reads
\begin{equation}
\left[\partial_x-i\partial_y+\frac{x-iy}{2l^2}\right]\psi=0 .
\end{equation}
The Gaussian $e^{-\rho^2/4l^2}$ solves it, and so does its product with any power of $x-iy$, since $(\partial_x-i\partial_y)(x-iy)=0$. A basis is
\begin{equation}
\psi_k\propto(x-iy)^k e^{-\rho^2/4l^2},\qquad k=0,1,2,\dots
\end{equation}
Because $x-iy=\rho e^{-i\varphi}$ and $L_z=-i\partial_\varphi$ here, $L_z\psi_k=J\psi_k=-k\psi_k$.

For the kinetic operator, introduce the guiding centre $X=x-l^2\pi_y$, $Y=y+l^2\pi_x$. Both coordinates commute with $\pi_x$ and $\pi_y$; for instance $[X,\pi_x]=i-l^2(iB)=0$. Substituting $x=X+l^2\pi_y$ and $y=Y-l^2\pi_x$,
\begin{equation}
\Lambda=l^2(\pi_x^2+\pi_y^2)+X\pi_y-Y\pi_x .
\label{eq:guiding}
\end{equation}
The first term is $2H/B=2a^\dagger a+1$, which equals 1 in the lowest level. In the other two terms, $X$ and $Y$ commute with $a$ and keep a state in its level, while $\pi_x$ and $\pi_y$ are linear in $a$ and $a^\dagger$ and have no matrix elements within a level. Every normalized lowest-level state with finite moments, superpositions included, therefore has
\begin{equation}
\langle\Lambda\rangle=+1 .
\end{equation}
Reversing the sign of $qB$ reverses this sign.

These states are not eigenstates of $\Lambda$. Let $t=\rho^2/2l^2$. Then $\Lambda=J+t$, and in $\psi_k$ the variable $t$ has probability density $t^ke^{-t}/k!$. Thus $\langle t\rangle=k+1$ and $\langle t^2\rangle=(k+1)(k+2)$, so the mean of $\Lambda$ is $-k+(k+1)=1$ and its standard deviation is $\sqrt{k+1}$.

In the Landau gauge, Eq.~\eqref{eq:landau} becomes $L_z=J+t\cos2\varphi$. The density of $\psi_k$ is round, so the mean stays at $-k$, but the standard deviation rises from zero to $\sqrt{(k+1)(k+2)/2}$. For $k=2$ the three operators compare as follows, in units of $\hbar$:
\begin{center}
\begin{tabular}{lcc}
operator & mean & standard deviation\\
$L_z$, symmetric gauge & $-2$ & $0$\\
$L_z$, Landau gauge & $-2$ & $2.449$\\
$\Lambda$, either gauge & $1$ & $1.732$
\end{tabular}
\end{center}

The mean of $L_z$ can also differ between gauges when the density is not round. Between the symmetric and Landau gauges it differs if $\langle t\cos2\varphi\rangle\neq0$. Take $(\psi_0+\psi_2)/\sqrt2$, with both normalization constants real and positive; the result depends on this relative phase. In the symmetric gauge $\langle L_z\rangle=(0-2)/2=-1$. The Landau gauge adds $\langle t\cos2\varphi\rangle$, to which only the cross terms contribute:
\begin{equation}
\langle\psi_0|t\cos2\varphi|\psi_2\rangle=\frac{1}{2\pi\sqrt2}\int_0^\infty t^2e^{-t}\,dt\int_0^{2\pi}\cos2\varphi\,e^{-2i\varphi}\,d\varphi=\frac{2\cdot\pi}{2\pi\sqrt2}=\frac1{\sqrt2}.
\end{equation}
The two cross terms carry weight $\tfrac12$ each, so the mean is $-1+1/\sqrt2=-0.293$. The kinetic mean is 1 in both gauges.

\subsection*{Which one the magnetic moment measures}

In the symmetric gauge $\partial\mathbf A/\partial B=\tfrac12(-y,x)$, and differentiating $H=\tfrac12\boldsymbol\pi^2$ gives
\begin{equation}
-\frac{\partial H}{\partial B}=\frac q2(x\pi_y-y\pi_x)=\frac q2\Lambda .
\end{equation}
By the Hellmann--Feynman theorem, applied at fixed $k$, the orbital moment is $-dE/dB=q\langle\Lambda\rangle/2=-\tfrac12$. This agrees with $E=B/2$ for every $k$. Canonical $L_z$ put in place of $\Lambda$ would give $+k/2$: zero for $k=0$, and $+1$ for $k=2$, which has the wrong sign as well as the wrong size.

\subsection*{Seeing the non-conservation}

A lowest-level state is stationary, so all its mean values are constant, including those of operators that are not conserved. To see a change, higher levels must be mixed in. Start from
\begin{equation}
\psi(0)\propto e^{-\rho^2/4l^2}e^{iy/l}\qquad\text{(symmetric gauge)},
\end{equation}
which is $\psi_0$ with a kick $1/l$ along $y$. Relative to $\psi_0$, the kick shifts $\pi_y$ by $1/l$ and $X$ by $-l$. The momentum then rotates at $\omega=B$ while the guiding centre stays at $(-l,0)$:
\begin{equation}
\langle\boldsymbol\pi\rangle=\frac1l(-\sin\omega t',\cos\omega t'),\qquad
\langle\mathbf r\rangle=l(\cos\omega t'-1,\ \sin\omega t'),
\end{equation}
with $t'$ the time. The kick adds only constants to $X$, $Y$ and $\boldsymbol\pi$, so fluctuations about the means are those of the stationary state $\psi_0$, with variance $l^2$ in each of $x$ and $y$. Therefore
\begin{equation}
\frac{\langle\rho^2\rangle}{2l^2}=\frac{(\cos\omega t'-1)^2+\sin^2\omega t'+2}{2}=2-\cos\omega t' .
\end{equation}
At the start $\langle\Lambda\rangle=1$: the kick adds $\langle x\rangle/l=0$ to the value in $\psi_0$. Hence $\langle J\rangle=1-1=0$, and it stays zero. It follows that
\begin{align}
\langle\Lambda\rangle&=2-\cos\omega t',\\
\langle L_z\rangle_{\rm Landau}&=\frac{\langle x^2-y^2\rangle}{2l^2}=\cos^2\omega t'-\cos\omega t' .
\end{align}

For a model field $B=0.01$ atomic units (about $2350$ T), $l=10$ bohr and the period is $T=2\pi/B=628$ atomic units of time. Over half a period, in units of $\hbar$:
\begin{center}
\begin{tabular}{cccc}
$t'/T$ & $\langle\Lambda\rangle$ & $\langle L_z\rangle_{\rm Landau}$ & $\langle L_z\rangle_{\rm sym}=\langle J\rangle$\\
0 & 1.0 & 0.00 & 0\\
1/6 & 1.5 & $-0.25$ & 0\\
1/3 & 2.5 & 0.75 & 0\\
1/2 & 3.0 & 2.00 & 0
\end{tabular}
\end{center}
The kinetic value triples as the centre of the packet, $\langle\mathbf r\rangle$, moves from the origin to $(-2l,0)$ and $\langle\rho^2\rangle$ grows from $2l^2$ to $6l^2$. The term $-\rho^2/2l^2$ in $J$ compensates for this growth.

\subsection*{Limits and conditions}

For a fixed wavefunction of finite extent, $qB\langle\rho^2\rangle/2\to0$ as $B\to0$, and $J$ and $\Lambda$ merge. Lowest-level states do not follow this limit: they spread as the field weakens, and the difference between $\langle\Lambda\rangle$ and $\langle J\rangle$ remains $k+1$ in the state $\psi_k$.

An added potential $V(x,y)$ contributes $i[V,J]=-\partial_\varphi V$. A potential that is round about the origin therefore preserves $J$, and any other destroys its conservation. The projection of $\Lambda$ onto the lowest level is still 1, but the energy eigenstates generally mix levels and need not have that mean.

Finally, $J$ refers to a chosen origin. Moving the origin by $\mathbf d$ changes $\Lambda$ by $-(d_x\pi_y-d_y\pi_x)$, whose mean vanishes in the lowest level. The value $\langle\Lambda\rangle=1$ is thus independent of the origin, whereas $\langle J\rangle$ in general is not.

Numerical values quoted here were computed with a short program.
